# Negative weights in the 74, 230 and 266 point Lebedev rules

**Question**

I compute overlap integrals with a radial grid times a 74-point Lebedev rule, all centred on one atom. For functions on that atom the overlap matrix is the unit matrix to rounding. After I add a compact function on a distant centre, its self-overlap comes out negative and the Cholesky factorization stops. The integrand is a square, and I thought that Lebedev weights were positive, so a weighted sum of squares could not be negative. Is my table of weights corrupt? And if it is not, why did the first set of functions give no trouble?

**Answer**

Your table is probably fine. Of the 32 standard Lebedev rules from 6 to 5810 points, 29 have positive weights throughout, and the rules with 74, 230 and 266 points do not. They have 8, 6 and 18 negative weights respectively. Whether this matters depends on the integrand.

I write the average of $f$ over the unit sphere as $\langle f\rangle$ and its quadrature value as
$$Q[f]=\sum_k w_k f(\mathbf n_k),\qquad \sum_k w_k=1 .$$
An integral over solid angle carries a further factor $4\pi$. A rule of degree $d$ satisfies $Q[f]=\langle f\rangle$ for every polynomial of degree at most $d$. The three rules have $d=13$, 25 and 27.

**Why the 74-point rule must have negative weights**

The rule has octahedral symmetry, including inversion. Averaging a polynomial over the symmetry group changes neither $Q$ nor the true average, so it is enough to integrate invariant polynomials correctly. These are even in $x,y,z$ and symmetric in $x^2,y^2,z^2$. Since $x^2+y^2+z^2=1$, they are polynomials in
$$p=x^2y^2+y^2z^2+z^2x^2,\qquad q=x^2y^2z^2 .$$
These have degrees 4 and 6, so degree 13 requires seven conditions, for $1,p,q,p^2,pq,p^3,q^2$.

The points form five orbits, each with one weight:

- 6 points $(1,0,0)$, weight $A_1$: $p=q=0$;
- 12 points $(1,1,0)/\sqrt2$, weight $A_2$: $p=1/4$, $q=0$;
- 8 points $(1,1,1)/\sqrt3$, weight $A_3$: $p=1/3$, $q=1/27$;
- 24 points $(l,l,m)$, weight $B$;
- 24 points $(a,b,0)$, weight $C$: $p=a^2b^2$, $q=0$.

Permutations and sign changes are understood. There are seven unknowns: five weights, $l$ and $a$.

The exact averages follow from
$$\langle x^{2i}y^{2j}z^{2k}\rangle=\frac{(2i-1)!!\,(2j-1)!!\,(2k-1)!!}{(2i+2j+2k+1)!!}.$$
To see this, average the monomial over three independent unit Gaussians. The result is the numerator; in spherical coordinates it is the sphere average times $\langle r^{2(i+j+k)}\rangle=(2i+2j+2k+1)!!$. Hence
$$\langle q\rangle=\frac1{105},\qquad \langle pq\rangle=\frac{3\cdot9}{10395}=\frac1{385},\qquad \langle q^2\rangle=\frac{27}{135135}=\frac1{5005}.$$

The polynomials $q$, $pq$ and $q^2$ vanish on three of the five orbits. Put $\lambda=l^2$, so $m^2=1-2\lambda$ and, on the $(l,l,m)$ orbit,
$$p_B=\lambda^2+2\lambda(1-2\lambda)=2\lambda-3\lambda^2,\qquad q_B=\lambda^2-2\lambda^3 .$$
With $g_3=8A_3/27$ and $g_B=24Bq_B$, the three conditions are
$$g_3+g_B=\frac1{105},\qquad \frac{g_3}{3}+p_Bg_B=\frac1{385},\qquad \frac{g_3}{27}+q_Bg_B=\frac1{5005}.$$
Subtract the second from one third of the first, and the third from $1/27$ of the first:
$$g_B\left(\tfrac13-p_B\right)=\frac1{315}-\frac1{385}=\frac2{3465},$$
$$g_B\left(\tfrac1{27}-q_B\right)=\frac1{2835}-\frac1{5005}=\frac{62}{405405}.$$
The brackets factorize as
$$\tfrac13-p_B=3\left(\lambda-\tfrac13\right)^2,\qquad \tfrac1{27}-q_B=\left(\lambda-\tfrac13\right)^2\left(2\lambda+\tfrac13\right).$$
Here $\lambda=1/3$ is impossible, because the right-hand sides are not zero. Dividing the second equation by the first gives
$$\frac{2\lambda+1/3}{3}=\frac{62}{405405}\cdot\frac{3465}{2}=\frac{31}{117},$$
so $2\lambda=31/39-13/39=6/13$ and $l^2=3/13$. Then $\lambda-1/3=-4/39$, and
$$g_B=\frac{2}{3465}\cdot\frac{1521}{3\cdot16}=\frac{169}{9240},\qquad g_3=\frac{88-169}{9240}=-\frac{27}{3080}.$$
Finally
$$A_3=\frac{27}{8}g_3=-\frac{729}{24640}=-0.029586 .$$
With these orbits and degree 13, no other value is possible. Since $q_B=63/2197$, also $B=g_B/(24q_B)=371293/13970880=0.026576$.

The other four conditions complete the rule. The same formula for averages gives $\langle p^k\rangle=1,\ 1/5,\ 1/21,\ 61/5005$ for $k=0,1,2,3$. Subtract the contributions of the two known orbits, using $p_B=51/169$:
$$R_k=\langle p^k\rangle-\frac{8A_3}{3^k}-24B\,p_B^k .$$
In units of $1/582120$, the four remainders are $348608$, $50304$, $9216$ and $25920/13$. With $t=a^2b^2$ they must satisfy
$$R_0=6A_1+12A_2+24C,\qquad R_k=12A_2\,4^{-k}+24C\,t^k\quad(k=1,2,3).$$
The combination $R_{k+1}-R_k/4$ removes $A_2$ and leaves $24C\,t^k(t-1/4)$, so
$$t=\frac{R_3-R_2/4}{R_2-R_1/4}=\frac{-4032/13}{-3360}=\frac6{65}.$$
This lies between 0 and $1/4$, so $a$ is real: $a=0.3208$. Back substitution gives $C=4225/255717$, then $A_2=(R_1-24Ct)/3=5504/331485$ and $A_1=(R_0-12A_2-24C)/6=16/31185$, all positive. The rule built this way was tested against the tabulated one, point by point, and agrees. For the 230 and 266 point rules I rely on the tabulated weights.

**Why your first overlap matrix was correct**

Take real spherical harmonics $Y_i$ through $l=L$, normalized to $\langle Y_i^2\rangle=1$. The quadrature overlap is
$$S_{ij}=\sum_k w_kY_i(\mathbf n_k)Y_j(\mathbf n_k),\qquad c^{T}Sc=\sum_k w_k f(\mathbf n_k)^2,\quad f=\sum_i c_iY_i .$$
Products have degree at most $2L$. If $2L\le d$, then $S$ is the unit matrix whatever the signs of the weights. For 74 points this holds through $L=6$. More generally, a non-negative polynomial density of degree at most $d$ has its exact, non-negative average.

Beyond that range positivity is no longer protected, but the number of negative eigenvalues is limited. Let there be $N_-$ negative weights, and suppose $c^TSc<0$ for all nonzero $c$ in a space of dimension greater than $N_-$. Requiring $f=0$ at the $N_-$ negative points would leave a nonzero $c$ in that space. For it $c^TSc$ has no negative terms, a contradiction. So $S$ has at most $N_-$ negative eigenvalues. If the basis can produce any set of values on the points, the bound is reached: let $f$ vanish except at negative points.

The 74-point matrix first becomes indefinite at $L=7$, with four negative eigenvalues, the lowest being $-0.692$. Four is what parity allows. Through $L=7$ the even functions stop at $l=6$ and are still integrated exactly, and inversion symmetry decouples them from the odd ones. An odd function has equal squares at opposite points, so the eight negative points count as four conditions. At $L=8$ the even functions leave the exact range too, and all eight negative eigenvalues are present from there on. The basis reaches full rank on the 74 points at $L=10$.

Leaving the exact range does not by itself make $S$ indefinite. The 230-point rule is exact through $L=12$, yet its first negative eigenvalue appears at $L=14$, not 13. At $L=13$ the matrix is nevertheless singular: one combination of the $l=13$ harmonics vanishes at all 230 points, so $S$ has a zero eigenvalue and a Cholesky factorization can already fail. For 266 points the exact range ends at $L=13$ and the first failure is at $L=14$.

**How a positive density acquires a negative integral**

Consider a peak in the direction $\mathbf u$,
$$f_\kappa(\mathbf n)=e^{\kappa(\mathbf n\cdot\mathbf u-1)},\qquad \langle f_\kappa\rangle=\frac12\int_{-1}^{1}e^{\kappa(s-1)}ds=\frac{1-e^{-2\kappa}}{2\kappa}.$$
If $\mathbf u$ is a grid point, $f_\kappa=1$ there, while its values at all other points vanish as $\kappa\to\infty$. Thus $Q[f_\kappa]$ tends to the weight of that point, and is eventually negative if the weight is.

For a body diagonal of the 74-point rule, the three nearest neighbours are the permutations of $(l,l,m)$ with positive signs. Their cosine with $\mathbf u$ is
$$c=\frac{2l+m}{\sqrt3}=\frac{2\sqrt3+\sqrt7}{\sqrt{39}}=0.978359 .$$
Keeping these four points,
$$Q[f_\kappa]\approx A_3+3B\,e^{-\kappa(1-c)},\qquad \kappa^*\approx\frac{\ln(3B/|A_3|)}{1-c}=45.81 .$$
The full sum changes sign at $45.83$. Near its maximum the peak is $e^{-\kappa\theta^2/2}$, so this corresponds to an angular width $1/\sqrt{\kappa}\approx0.15$ rad, or $8.5^\circ$. The neighbours are $12^\circ$ away.

For 230 points the critical value is about 136. For 266 points it is about 244 or 321, depending on which negative orbit the peak points at. These are values for peaks centred on a negative point; another direction behaves differently.

**Your failure, reproduced with two Gaussians**

Take normalized functions $\phi(\mathbf r)=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$ with $\alpha=1$ bohr$^{-2}$. Put one at the grid centre and the other at $\mathbf R=R\mathbf u$, with $R=4$ bohr and $\mathbf u$ along a body diagonal. These are model parameters. The exact self-overlaps are 1, and $S_{12}=e^{-\alpha R^2/2}=e^{-8}=0.000335$.

On a shell of radius $r$,
$$|r\mathbf n-\mathbf R|^2=(r-R)^2+2rR(1-\mathbf n\cdot\mathbf u),$$
so the squared remote function is
$$\left(\frac{2\alpha}{\pi}\right)^{3/2}e^{-2\alpha(r-R)^2}f_\kappa(\mathbf n),\qquad \kappa=4\alpha rR .$$
At $r=R$ this gives $\kappa=64$, above the critical value.

The four-point approximation gives $S_{22}$ by hand. In bohr units $\kappa=16r$, and
$$S_{22}\approx4\pi\left(\frac2\pi\right)^{3/2}\int r^2e^{-2(r-4)^2}\left[A_3+3Be^{-\beta r}\right]dr,$$
with $\beta=16(1-c)=0.34625$. The lower limit may be moved to $-\infty$ with negligible error. The Gaussian has area $\sqrt{\pi/2}$ and variance $1/4$, and the prefactor times this area is $4\pi\cdot2/\pi=8$. The first term is therefore
$$8\left(4^2+\tfrac14\right)A_3=130A_3=-3.846 .$$
In the second, completing the square moves the centre to $r_0=4-\beta/4=3.913$ and produces the factor $e^{-4\beta+\beta^2/8}=0.2541$:
$$8\left(r_0^2+\tfrac14\right)\cdot3B\cdot0.2541=124.52\times0.07973\times0.2541=2.523 .$$
The sum is $-1.32$, and the full quadrature gives $-1.323$. Read as a one-electron density, the remote function contains $-1.32$ electrons instead of 1. The overlap matrix has the eigenvalue $-1.323$, which is why Cholesky stops.

Other angular rules on the same radial grid give:

| Points | $S_{22}$ |
|---:|---:|
| 86 | 1.595 |
| 302 | 1.004 |
| 5810 | 1.000 |

The 86-point rule has positive weights and returns a positive definite matrix, but $S_{22}$ is 59% too large. Positive weights secure the sign, not the accuracy. Conversely, turning the pair onto the $z$ axis with the 74-point rule gives $S_{22}=0.354$: positive, and 65% too small. The underlying fault is poor angular resolution; the negative weight turns it into a loss of sign. Whenever a positive integral comes out negative, its error exceeds 100% of the true value.

**What to do**

For a single-centre grid, choose a rule with positive weights and increase the number of points until the integral is converged. Do not set the negative weights to zero. For 74 points they sum to $-0.237$, so the remaining weights would sum to $1.237$ and even a constant would be integrated wrongly. Also avoid code that takes $\sqrt{w_k}$ to write $S$ as a matrix times its transpose: for these rules the root is not real.

For several atoms, use a grid on each centre and a smooth partition of space. In the Becke scheme for two equal centres, one forms $\mu=(r_A-r_B)/R$ from the distances to them, applies $\mu\to(3\mu-\mu^3)/2$ three times, and gives centre $A$ the share $(1-\mu)/2$. The shares of $A$ and $B$ add to 1 everywhere. The compact density is then integrated mainly on its own centre, where it is spherical and the angular dependence comes from the partition alone.

With the same 74-point rule on both centres, the remote function's own grid contributes $0.9980$ and the other grid $0.0024$. (The output labels these two grids "own centre" and "remote centre", as seen from the function being integrated.) The total is $1.0004$, an error of 0.04%. This shows that the 74-point rule can serve well in a multicentre grid. It is not a guarantee: the combined weights still include negative ones, and a sufficiently sharp function at such a point can still have a negative quadrature norm. The numerical output below lists the values at higher precision.

## Calculated quantities

```
rules surveyed: 32 ; with negative weights: [74, 230, 266]
74 points: negative weights 8, their sum -0.236688, sum of |w| 1.473377
230 points: negative weights 6, their sum -0.331358, sum of |w| 1.662717
266 points: negative weights 18, their sum -0.038155, sum of |w| 1.076311
averages of q, pq, q^2: 1/105 1/385 1/5005
74 points: l^2 = 3/13 ; A3 = -729/24640 = -0.02958604
74 points: B = 371293/13970880 = 0.02657621
74 points: A1 = 16/31185 = 0.00051307; A2 = 5504/331485 = 0.01660407
74 points: C = 4225/255717 = 0.01652217; a^2 b^2 = 6/65 ; a = 0.32077265
74 points: largest error for l = 14: 1.70865
74 points: overlap exact to L = 6; first indefinite L = 7, lowest eigenvalue -0.692308, negative: 4
230 points: overlap exact to L = 12; first indefinite L = 14, lowest eigenvalue -0.429346, negative: 2
266 points: overlap exact to L = 13; first indefinite L = 14, lowest eigenvalue -0.043955, negative: 2
74 points, L = 14: rank 74, negative eigenvalues 8
86 points, L = 14: negative eigenvalues beyond rounding: 0
74 points: weight -0.02958604 (8 points), critical kappa 45.827
230 points: weight -0.05522640 (6 points), critical kappa 136.311
266 points: weight -0.00252273 (12 points), critical kappa 321.042
266 points: weight -0.00131377 (6 points), critical kappa 243.704
74 points: neighbour cosine 0.978359, estimated kappa 45.809
alpha = 1.0 bohr^-2, R = 4.0 bohr, kappa at r = R: 64.0
exact overlap S12 = 0.00033546, S22 = 1.0
74 points, diagonal: S11 1.000000, S12 0.00032552, S22 -1.323377, eigenvalues -1.323377 1.000000
86 points, diagonal: S11 1.000000, S12 0.00033653, S22 1.594682, eigenvalues 1.000000 1.594682
302 points, diagonal: S11 1.000000, S12 0.00033546, S22 1.003892, eigenvalues 0.999971 1.003921
5810 points, diagonal: S11 1.000000, S12 0.00033546, S22 1.000000, eigenvalues 0.999665 1.000335
74 points, pair along z: S22 = 0.353584
74 points, Becke: remote centre 0.00241858, own centre 0.99798776, S22 1.00040634
```
